# Electron count for detecting five-percent contrast at signal-to-noise five: a program that tests the result

```python
"""Electron count needed to see a weak contrast in a scanning electron image.

Result under test: with Poisson counts and a known background level, contrast C
is seen at signal-to-noise ratio k when the mean background count is (k/C)^2.
For C = 0.05 and k = 5 this is 10,000 counted electrons.

C : (mean feature count - mean background count) / mean background count
k : required ratio of the difference of means to the standard deviation
m : mean number of detected secondaries per incident electron (background)
"""
import numpy as np
from scipy.constants import e as electron_charge
from scipy.optimize import brentq
from scipy.stats import norm, poisson

rng = np.random.default_rng(12345)
C, k = 0.05, 5.0


def required_count(contrast, ratio):
    return (ratio / contrast) ** 2


def moments_by_sum(mean_count):
    """Mean and standard deviation by explicit summation over the counts."""
    top = int(mean_count + 12 * np.sqrt(mean_count) + 30)
    n = np.arange(top + 1)
    p = poisson.pmf(n, mean_count)
    mean = np.sum(n * p)
    return mean, np.sqrt(np.sum((n - mean) ** 2 * p))


def snr_by_sum(background, contrast):
    mean_b, std_b = moments_by_sum(background)
    mean_f, _ = moments_by_sum(background * (1 + contrast))
    return (mean_f - mean_b) / std_b


def sampled_snr(feature, background):
    return (feature.mean() - background.mean()) / background.std()


# Independent random arrivals: count those that fall in a fixed time window.
waits = rng.exponential(1.0, size=(20000, 200))
arrivals = np.sum(np.cumsum(waits, axis=1) <= 100.0, axis=1)
arrival_ratio = arrivals.var() / arrivals.mean()
assert abs(arrivals.mean() - 100.0) < 0.5
assert abs(arrival_ratio - 1.0) < 0.05

# Required count: root search on summed distributions against the formula.
cases = [(0.05, 5.0), (0.025, 5.0), (0.10, 5.0), (0.05, 3.0)]
searched = []
for contrast, ratio in cases:
    root = brentq(lambda x: snr_by_sum(x, contrast) - ratio, 10.0, 1.0e5)
    assert abs(root / required_count(contrast, ratio) - 1) < 1e-5
    searched.append(root)
N = required_count(C, k)
mean_b, std_b = moments_by_sum(N)
mean_f, std_f = moments_by_sum(N * (1 + C))

# Error rates for a threshold halfway between the two means.
threshold = N * (1 + C / 2)
false_alarm = poisson.sf(threshold, N)
miss = poisson.cdf(threshold, N * (1 + C))
gauss_tail = norm.sf(k / 2)
assert abs(false_alarm - gauss_tail) < 5e-4
assert abs(miss - gauss_tail) < 2e-3

# Background known only from one equally exposed area.
N_two = k**2 * (2 + C) / C**2
samples = 400000
difference = (rng.poisson(N_two * (1 + C), samples)
              - rng.poisson(N_two, samples))
snr_two = difference.mean() / difference.std()
assert abs(snr_two - k) < 0.05

# Feature spread over many pixels whose counts are summed.
pixels = 100
per_pixel = N / pixels
pix_b = rng.poisson(per_pixel, size=(20000, pixels))
pix_f = rng.poisson(per_pixel * (1 + C), size=(20000, pixels))
snr_one_pixel = sampled_snr(pix_f[:, 0], pix_b[:, 0])
snr_summed = sampled_snr(pix_f.sum(axis=1), pix_b.sum(axis=1))
assert abs(snr_one_pixel - k / np.sqrt(pixels)) < 0.06
assert abs(snr_summed - k) < 0.15

# Cascade followed electron by electron: variance/mean should be 1 + m.
m = 0.25
trials = 20000
for yield_mean in (m, 1.0):
    primaries = rng.poisson(50.0, trials)
    owner = np.repeat(np.arange(trials), primaries)
    secondaries = rng.poisson(yield_mean, owner.size)
    totals = np.bincount(owner, weights=secondaries, minlength=trials)
    fano = totals.var() / totals.mean()
    assert abs(fano / (1 + yield_mean) - 1) < 0.05
    if yield_mean == m:
        fano_m = fano


def incident_count(yield_mean):
    return required_count(C, k) * (1 + yield_mean) / yield_mean


# Cascade at full exposure; a sum of Poisson numbers is again Poisson.
for yield_mean in (m, 1.0, 10.0):
    n0 = incident_count(yield_mean)
    back = rng.poisson(yield_mean * rng.poisson(n0, samples))
    feat = rng.poisson(yield_mean * (1 + C) * rng.poisson(n0, samples))
    snr_cascade = sampled_snr(feat, back)
    assert abs(snr_cascade - k) < 0.05
    if yield_mean == m:
        snr_cascade_m = snr_cascade

# Beam time and dose for round model parameters.
current = 100e-12      # ampere
pixel_side = 5.0       # nanometre
image_side = 512       # pixels
N0 = incident_count(m)
dwell = N0 * electron_charge / current
frame = dwell * image_side**2
dose = N0 / pixel_side**2
dwell_ideal = N * electron_charge / current

print(f"contrast C: {C:.2f}")
print(f"required signal-to-noise ratio k: {k:.0f}")
print(f"arrival simulation, variance/mean: {arrival_ratio:.3f}")
print(f"required count from formula: {N:.0f} electrons")
for (contrast, ratio), root in zip(cases, searched):
    print(f"count by search, C={contrast:.3f}, k={ratio:.0f}: "
          f"{root:.0f} electrons")
print(f"mean background count: {mean_b:.0f} electrons")
print(f"mean feature count: {mean_f:.0f} electrons")
print(f"signal (difference of means): {mean_f - mean_b:.0f} electrons")
print(f"background noise: {std_b:.1f} electrons")
print(f"feature noise: {std_f:.1f} electrons")
for count in (100, 1000, 10000):
    print(f"SNR at {count} counted electrons: {snr_by_sum(count, C):.2f}")
print(f"halfway threshold: {threshold:.0f} electrons")
print(f"false-alarm probability per area: {false_alarm:.4f}")
print(f"miss probability per feature: {miss:.4f}")
print(f"Gaussian tail beyond k/2 deviations: {gauss_tail:.4f}")
print(f"pixels in image: {image_side**2}")
print(f"expected false alarms in blank image: "
      f"{false_alarm * image_side**2:.0f}")
print(f"count per area, two-area comparison: {N_two:.0f} electrons")
print(f"simulated SNR, two-area comparison: {snr_two:.2f}")
print(f"pixels in extended feature: {pixels}")
print(f"count per pixel, extended feature: {per_pixel:.0f} electrons")
print(f"simulated SNR of one such pixel: {snr_one_pixel:.2f}")
print(f"simulated SNR of summed pixels: {snr_summed:.2f}")
print(f"detected secondaries per incident electron m: {m:.2f}")
print(f"cascade simulation, variance/mean: {fano_m:.3f}")
print(f"incident electrons, m={m:.2f}: {N0:.0f}")
print(f"detected secondaries, m={m:.2f}: {m * N0:.0f}")
print(f"simulated SNR, m={m:.2f}: {snr_cascade_m:.2f}")
print(f"incident electrons, m=1: {incident_count(1.0):.0f}")
print(f"incident electrons, m=10: {incident_count(10.0):.0f}")
print(f"beam current: {current * 1e12:.0f} pA")
print(f"pixel side: {pixel_side:.0f} nm")
print(f"dwell time for {N:.0f} incident electrons: "
      f"{dwell_ideal * 1e6:.1f} microseconds")
print(f"dwell time per pixel, m={m:.2f}: {dwell * 1e6:.1f} microseconds")
print(f"frame time, m={m:.2f}: {frame:.1f} s")
print(f"dose, m={m:.2f}: {dose:.0f} electrons/nm^2")
print("tests ok")
```

It prints:

```
contrast C: 0.05
required signal-to-noise ratio k: 5
arrival simulation, variance/mean: 0.995
required count from formula: 10000 electrons
count by search, C=0.050, k=5: 10000 electrons
count by search, C=0.025, k=5: 40000 electrons
count by search, C=0.100, k=5: 2500 electrons
count by search, C=0.050, k=3: 3600 electrons
mean background count: 10000 electrons
mean feature count: 10500 electrons
signal (difference of means): 500 electrons
background noise: 100.0 electrons
feature noise: 102.5 electrons
SNR at 100 counted electrons: 0.50
SNR at 1000 counted electrons: 1.58
SNR at 10000 counted electrons: 5.00
halfway threshold: 10250 electrons
false-alarm probability per area: 0.0063
miss probability per feature: 0.0073
Gaussian tail beyond k/2 deviations: 0.0062
pixels in image: 262144
expected false alarms in blank image: 1645
count per area, two-area comparison: 20500 electrons
simulated SNR, two-area comparison: 4.99
pixels in extended feature: 100
count per pixel, extended feature: 100 electrons
simulated SNR of one such pixel: 0.51
simulated SNR of summed pixels: 4.97
detected secondaries per incident electron m: 0.25
cascade simulation, variance/mean: 1.247
incident electrons, m=0.25: 50000
detected secondaries, m=0.25: 12500
simulated SNR, m=0.25: 5.00
incident electrons, m=1: 20000
incident electrons, m=10: 11000
beam current: 100 pA
pixel side: 5 nm
dwell time for 10000 incident electrons: 16.0 microseconds
dwell time per pixel, m=0.25: 80.1 microseconds
frame time, m=0.25: 21.0 s
dose, m=0.25: 2000 electrons/nm^2
tests ok
```
